# Why the scalar relativistic energy depends on where spin is deleted

**Q.** I have two scalar relativistic energies for the same orbital in the same potential, and they disagree. Both calculations claim to start from the Dirac equation and leave out spin-orbit coupling. That leaves one definite Hamiltonian, so one of the two must contain an error.

**A.** How would you leave spin out of the Dirac equation itself? Take one electron in a central attractive potential $V(r)$, in Rydberg units: $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha$. Then $2mc^2=c^2$, and the nonrelativistic kinetic energy is $p^2$. With the rest energy subtracted, the large and small components $\phi$ and $\chi$ obey

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-c^2)\chi=E\chi .$$

**Q.** I would average over spin: take half the trace over the spin matrices and keep the orbital operator that remains.

**A.** The trace of $\sigma\cdot p$ is zero, so your average removes the whole coupling between $\phi$ and $\chi$, and the kinetic energy with it. The equation must first be rewritten so that $\sigma\cdot p$ occurs in pairs. There are many ways to do so. Let

$$A=1+\frac{E-V}{c^2},\qquad \chi=\frac{f}{c}\,\sigma\!\cdot\!p\,X,$$

with $f(r)$ any positive function and $X$ a new unknown. The first Dirac equation becomes

$$V\phi+\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p\,X=E\phi. \tag{1}$$

The second says $c\,\sigma\cdot p\,\phi=c^2A\chi$, hence $\sigma\cdot p\,\phi=Af\,\sigma\cdot p\,X$. Multiplying from the left by $\sigma\cdot p\,f$ gives

$$\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p\,\phi=\sigma\!\cdot\!p\,f^2A\,\sigma\!\cdot\!p\,X. \tag{2}$$

Three choices have names. With $f=1$ this is the modified Dirac form. With $f=1/(1-V/c^2)$ it is the regular form. With $f=1/A$ we have $f^2A=f$, so (2) gives $X=\phi$ and (1) is the equation obtained by eliminating the small component. For a bound electron with $E>-c^2$ and $V<0$, $A$ is positive. Since $\sigma\cdot p$ can be inverted on normalizable functions, no information is lost, and all three forms have the Dirac energies.

**Q.** Then I average these forms. If they are equivalent before, they should be equivalent after.

**A.** Let us see what the average removes. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$\sigma\!\cdot\!p\,F\,\sigma\!\cdot\!p=p\!\cdot\!Fp+i\sigma\!\cdot\!(p\times Fp).$$

Because $p=-i\nabla$ and $p\times p=0$, the cross product is $p\times Fp=-i\nabla F\times p$. With $\nabla F=F'\,\mathbf r/r$,

$$\sigma\!\cdot\!p\,F\,\sigma\!\cdot\!p=p\!\cdot\!Fp+\frac{F'}{r}\,\sigma\!\cdot\!L. \tag{3}$$

The last term has zero spin trace, so deletion means $\sigma\cdot p\,F\,\sigma\cdot p\to p\cdot Fp$. For an s level, $\sigma\cdot L$ gives zero on both $\phi$ and $X$. Nothing is removed, and each of these forms keeps the Dirac energy. For a one-electron ion with a point nucleus of charge $Z=80$, the 1s level is at $-7064.4$ Ry in all of them.

**Q.** So far that supports me. What happens in a p level?

**A.** After deletion, (1) and (2) read

$$V\phi+BX=E\phi,\quad B\phi=GX,\qquad B=p\!\cdot\!fp,\quad G=p\!\cdot\!f^2Ap .$$

Eliminating $X$ leaves the kinetic operator $K_f=BG^{-1}B$. To see whether it depends on $f$, introduce two operators that turn a scalar function into a vector field:

$$a=A^{-1/2}p,\qquad Y=A^{1/2}f\,p .$$

Then $Y^\dagger Y=G$ and $a^\dagger Y=Y^\dagger a=B$, so

$$K_f=a^\dagger\,\Pi\,a,\qquad \Pi=Y(Y^\dagger Y)^{-1}Y^\dagger .$$

Here $\Pi$ projects on the vector fields that $Y$ can produce from a scalar function. A projection cannot lengthen a vector, so at a given $E$

$$K_f\le a^\dagger a=p\!\cdot\!A^{-1}p .$$

The right side is the kinetic operator of elimination. With spin kept, $Y$ would contain $\sigma\cdot p$ in place of the vector $p$. It would map two-component functions to two-component functions and be invertible, so $\Pi$ would be the identity and $f$ would drop out. Without spin, one scalar function cannot produce every vector field, and $f$ stays.

**Q.** The inequality holds at the same $E$, but each form has its own $E$.

**A.** Let $\lambda(E)$ be the lowest eigenvalue of $V+p\cdot A^{-1}p$ for the given $l$. It falls as $E$ rises, because $A$ grows. At the lowest level $E_f$ of another form, the inequality gives $\lambda(E_f)\ge E_f$. Since $\lambda(E)-E$ decreases, its zero, the eliminated level, lies at or above $E_f$.

**Q.** How large is the difference? If it were of order $\alpha^2$, the scalar correction itself would be ill defined.

**A.** For the named forms, in which $f\to1$ as $c\to\infty$, it is at least one order higher. An $f$ that keeps varying in space in this limit would in general change even the nonrelativistic p level. I compare elimination with the modified Dirac form. Write $\varepsilon=1/c^2$, $g=E-V$, $T=p^2$ and $M=p\cdot gp$, so that $A=1+\varepsilon g$. Elimination has

$$K_{\rm elim}=p\!\cdot\!(1+\varepsilon g)^{-1}p=T-\varepsilon M+\varepsilon^2p\!\cdot\!g^2p+\dots$$

For the modified Dirac form, $B=T$ and $G=T+\varepsilon M$. Expanding the inverse,

$$K_{\rm mod}=T(T+\varepsilon M)^{-1}T=T-\varepsilon M+\varepsilon^2MT^{-1}M-\dots$$

The terms through $\varepsilon$, that is through $\alpha^2$, agree. The leading gap is the expectation value of the difference in the nonrelativistic state:

$$E_{\rm elim}-E_{\rm mod}\simeq\frac{1}{c^4}\left\langle p\!\cdot\!g^2p-MT^{-1}M\right\rangle. \tag{4}$$

The first term is the squared norm of the vector field $g\nabla\phi$. The second is the squared norm of its gradient part, because $p\,T^{-1}p\,\cdot$ projects on gradients. The gap is therefore the squared norm of the divergence-free part of $g\nabla\phi$, divided by $c^4$. For an s state $g\nabla\phi$ is a radial field that depends only on $r$, which is a gradient, and the gap vanishes. In general the curl is $\nabla g\times\nabla\phi=-\nabla V\times\nabla\phi$. In a molecule this is generally nonzero, so the protection of s levels belongs to central fields.

**Q.** I don't see spin-orbit coupling in (4). I thought that was what we had removed.

**A.** It is there. With spin kept, $\sigma\cdot p\,T^{-1}\sigma\cdot p=1$, and therefore

$$(\sigma\!\cdot\!p\,g\,\sigma\!\cdot\!p)\,T^{-1}(\sigma\!\cdot\!p\,g\,\sigma\!\cdot\!p)=\sigma\!\cdot\!p\,g^2\,\sigma\!\cdot\!p .$$

By (3), each bracket is $M-\nu\,\sigma\cdot L$ with $\nu=V'/r$, because $g'=-V'$. Now average both sides. Terms linear in $\sigma\cdot L$ vanish, but $(\sigma\cdot L)^2=L^2-\sigma\cdot L$ has the average $l(l+1)$. Hence

$$MT^{-1}M+l(l+1)\,\nu T^{-1}\nu=p\!\cdot\!g^2p,$$

and (4) becomes

$$E_{\rm elim}-E_{\rm mod}\simeq\frac{l(l+1)}{c^4}\left\langle\nu\,T^{-1}\nu\right\rangle. \tag{5}$$

The square of a spin-dependent operator contains a spin-free part. Deleting spin before the square is formed loses that part; deleting it afterwards keeps it.

**Q.** Can you give me a number for a hydrogen-like 2p level?

**A.** Take $V=-2Z/r$ and first $Z=1$. Then $\nu=2/r^3$ and the radial function is $R=r\,e^{-r/2}/\sqrt{24}$, so $\nu R=2s/\sqrt{24}$ with $s=e^{-r/2}/r^2$. For $l=1$ the inverse of $T$ has the radial kernel $r_</(3r_>^2)$. The two orderings of its arguments contribute equally, which gives

$$\langle\nu T^{-1}\nu\rangle=\frac{4}{24}\cdot\frac23\int_0^\infty s(r)\,I(r)\,dr,$$

$$I(r)=\int_0^r s(t)\,t^3dt=\int_0^r t\,e^{-t/2}dt=4-(2r+4)e^{-r/2}.$$

The remaining integral is

$$J=\int_0^\infty\frac{N(r)}{r^2}\,dr,\qquad N=4e^{-r/2}-4e^{-r}-2r\,e^{-r}.$$

Near the origin $N\simeq r^2/2$, so integration by parts has no boundary term:

$$J=\int_0^\infty\frac{N'}{r}\,dr=\int_0^\infty\left[-2\,\frac{e^{-r/2}-e^{-r}}{r}+2e^{-r}\right]dr=2(1-\ln2).$$

Thus $\langle\nu T^{-1}\nu\rangle=\frac19\cdot2(1-\ln2)$, and the factor $l(l+1)=2$ gives $\frac49(1-\ln2)=0.1364$. For general $Z$, lengths scale as $1/Z$, so $\nu$ scales as $Z^4$ and $T^{-1}$ as $Z^{-2}$. The product scales as $Z^6$. With $c^{-4}=\alpha^4/16$,

$$E_{\rm elim}-E_{\rm mod}\simeq\frac{1-\ln2}{36}\,Z^6\alpha^4\ \text{Ry}. \tag{6}$$

Compare this with the spin-orbit splitting. At first order the spin-orbit operator is $\nu\,\sigma\cdot L/c^2$, and $\sigma\cdot L$ is $1$ for $2p_{3/2}$ and $-2$ for $2p_{1/2}$. Since $\langle\nu\rangle=Z^4/12$, the splitting is $3\langle\nu\rangle/c^2=Z^4\alpha^2/16$ Ry. The gap is about $0.14\,(Z\alpha)^2$ of it, which is small for light atoms.

**Q.** There is a cleaner way. I decouple the Dirac equation completely, with spin included, and only then delete the spin-dependent part. Surely that gives the true scalar energy.

**A.** It gives another one. Start from the form $f=1$ with spin kept and let $W=\sigma\cdot p\,V\sigma\cdot p$. For positive-energy states write $X=R\phi$, with $R$ an operator. Equation (1) gives $\tilde h\phi=E\phi$ with $\tilde h=V+TR$, and (2) gives

$$T=TR+\varepsilon(TR\tilde h-WR).$$

Insert $R=1+\varepsilon R_1+\varepsilon^2R_2+\dots$. The first two orders are

$$TR_1=W-TV-T^2,$$

$$TR_2=WR_1-TR_1(V+T)-T^2R_1 .$$

Since $R_1=T^{-1}W-V-T$, the only term in $TR_2$ quadratic in $W$ is $WT^{-1}W$.

The function $\phi$ alone is not normalized, because $\chi$ carries part of the norm. The total norm is $\langle\phi|n|\phi\rangle$ with

$$n=1+\varepsilon R^\dagger TR=1+\varepsilon T+\varepsilon^2(R_1^\dagger T+TR_1)+\dots$$

The symmetric choice of decoupling uses $n^{1/2}\phi$ as the new wave function and $h=n^{1/2}\tilde h\,n^{-1/2}$ as its Hamiltonian. Through $\varepsilon^2$ this adds only terms without $W$ or linear in it: the first-order part of $n$ is spin-free, and its second-order part meets only $V+T$.

Now compare the two sequences. If spin is deleted first, the same algebra holds with $W$ replaced by $w=p\cdot Vp$. Decoupling afterwards does not change the modified Dirac energy. If spin is deleted last, the linear terms again give $w$, but

$$WT^{-1}W\ \to\ wT^{-1}w+l(l+1)\,\nu T^{-1}\nu .$$

The decoupled scalar level therefore lies above the modified Dirac level by the same leading gap (5). Decoupling and deleting do not commute.

**Q.** Then eliminated and decoupled levels agree, and the modified Dirac form is the odd one out?

**A.** At order $\alpha^4$, yes. At large $Z$ they separate too. For the 2p level at $Z=80$, where $Z\alpha=0.584$, I expanded $r$ times each radial function in $r^2e^{-\zeta r}$ with a geometric series of exponents $\zeta$ and diagonalized the matrices. The eliminated form was iterated until its energy agreed with the $E$ in $A$.

| Spin-free form | 2p energy (Ry) | 2p energy (eV) |
|---|---|---|
| modified Dirac | −1687.3 | −22956.8 |
| decoupled | −1683.5 | −22905.1 |
| regular | −1681.7 | −22880.7 |
| eliminated | −1681.7 | −22880.6 |

The nonrelativistic level is at $-Z^2/4=-1600$ Ry. The scalar relativistic lowering is thus $87.3$ Ry in the modified Dirac form and $81.7$ Ry by elimination. The difference, $5.6$ Ry or $76$ eV, is about 7% of the latter. The decoupled level is $3.8$ Ry above the modified one, whereas (6) gives $6.3$ Ry for both gaps.

**Q.** So your leading law is poor here.

**A.** For the decoupled form it is, because $Z\alpha$ is not small. The computed gaps, divided by (6), are:

| $Z$ | Eliminated | Decoupled |
|---|---|---|
| 10 | 0.98 | 0.90 |
| 20 | 0.96 | 0.82 |
| 40 | 0.91 | 0.71 |

Both columns rise towards one as $Z$ falls, but at each of these $Z$ the second is further from it. If the corrections to the second column are taken as a term in $Z\alpha$ plus a term in $(Z\alpha)^2$, the three values extrapolate to

$$\frac{8(0.899)-6(0.821)+0.710}{3}=0.99 .$$

The form of these corrections is an assumption, not something I have derived.

**Q.** Why do the regular and eliminated forms agree so well?

**A.** For the regular form $A=1/f+E/c^2$, so $Af=1+Ef/c^2$ and

$$Y=A^{-1/2}(Af)\,p=\left(1+\frac{E}{c^2}f\right)a .$$

A constant factor in $Y$ does not affect the projection. The part that varies in space is $EV/c^4$ at leading order, since $f\simeq1+V/c^2$. The projection loses the square of the divergence-free part of $(EV/c^4)\nabla\phi$. In (4) the corresponding field is $g\nabla\phi/c^2$, whose divergence-free part is that of $-V\nabla\phi/c^2$. The regular form is therefore below elimination by about $(E/c^2)^2$ times the modified Dirac gap. Here $E/c^2=-1681.7/274.07^2=-0.0224$, which gives $0.0224^2\times5.6=0.0028$ Ry. The computed difference is $0.0015$ Ry: the same order, with the leading estimate too large by nearly a factor of two.

**Q.** I could avoid all this by averaging the two Dirac levels with weights $2j+1$.

**A.** The Dirac levels are $-1809.7$ Ry for $2p_{1/2}$ and $-1635.6$ Ry for $2p_{3/2}$, so the mean is

$$\frac{2(-1635.6)-1809.7}{3}=-1693.6\ \text{Ry}.$$

That is a fifth number, below all four scalar levels. For the decoupled form the order can be proved. Its radial Hamiltonian is $h=(2h_{3/2}+h_{1/2})/3$, because $\sigma\cdot L$ takes the values $1$ and $-2$ and cancels with these weights. In the lowest state of $h$, the expectation value of each $h_j$ is at least its own lowest eigenvalue, so the lowest level of $h$ cannot lie below the weighted mean. The mean includes the response of the orbitals to spin-orbit coupling, which a scalar calculation leaves out.

**Q.** Then what do I mean when I quote a spin-orbit contribution?

**A.** That depends on the definition, so state it. Here it is the Dirac energy minus the scalar energy of a named form, not a first-order expectation value of the spin-orbit operator. For $2p_{1/2}$ it is $-122.4$ Ry from the modified Dirac level and $-128.0$ Ry from the eliminated one. For $2p_{3/2}$ it is $+51.7$ and $+46.1$ Ry. The splitting, $174.1$ Ry, is the same in both, since the scalar level cancels. The parts must not be mixed: the modified scalar level plus the eliminated spin-orbit share gives $-1687.3-128.0=-1815.3$ Ry, which misses the Dirac level by $5.6$ Ry.

**Q.** So my two energies may both be right.

**A.** They may. First find out which form each calculation used, at which point spin was deleted, and whether the form was truncated. The common zeroth-order regular approximation, for example, drops $E/c^2$ from $A$ in the regular form, and at large $Z$ this shifts even the s levels strongly. If the forms differ, p levels can differ, by an amount that depends on the pair. The gap between the modified Dirac form and the eliminated, regular or spin-last decoupled form grows steeply with $Z$. The regular and eliminated forms stay very close. Decoupling after spin is deleted leaves the modified Dirac level unchanged. The $76$ eV found above belongs to the 2p level of a bare ion; for the outer p levels of a screened atom the gap is orders of magnitude smaller. If neither form is truncated, an s level in the same fixed central potential should agree, and a disagreement there needs another explanation. In a self-consistent atom even that comparison needs care: changed p orbitals change the density, hence the potential felt by the s electrons. To judge the calculations against each other, restore spin in both. For one electron in a given potential, untruncated forms must then reach the same Dirac energies.
